# Partial relief of trench charging by collimated beam electrons

**What fixes the form of the answer**

Consider a long insulating trench of width \(w\) and depth \(h\), struck by an ion current density \(J_i\). Its walls leak charge to the top surface through a sheet resistance \(R_s\), in ohms per square. The ion current entering per unit length of trench is \(J_iw\). One wall has resistance times length \(R_sh\), and two walls in parallel have half of this. The leakage voltage scale is therefore

\[
V_R=\frac{R_sJ_iwh}{2}.
\]

The floor potential must be \(V_R\) times a dimensionless number. Without a field inside the trench, particles fly straight, and enlarging \(w\) and \(h\) together changes no landing pattern. The number then depends on the aspect ratio \(A=h/w\), on the angular spreads and on the mix of particles. A field adds the ratios of the potential energy to the particle energies.

In a dc-augmented capacitive plasma, ions striking the negatively biased upper electrode release secondary electrons. The electrode sheath accelerates these into a beam, part of which reaches the wafer. Let \(b\) be the beam electron flux divided by the ion flux there. The flat top surface can carry no net steady current, so with secondary emission from the wafer left out, thermal electrons supply the remaining fraction \(1-b\). The beam thus replaces thermal electrons, and relief depends on whether its electrons land deeper than those they replace.

**Landing depth controls the floor potential**

Let \(y\) be the distance below the mouth and \(\phi(y)\) the wall potential relative to the top surface. Let \(S_i\), \(S_{th}\) and \(S_b\) be the fractions of entering ions, thermal electrons and beam electrons that pass depth \(y\) before landing. The net positive current deposited below \(y\), per unit length of trench, is

\[
I(y)=J_iw\,[S_i-(1-b)S_{th}-bS_b].
\]

In steady state this current returns up the walls, half on each. A strip of wall of height \(dy\) drops the voltage \(R_s(I/2)\,dy\), so

\[
\frac{d\phi}{dy}=\frac{R_sJ_iw}{2}\,[S_i-(1-b)S_{th}-bS_b].
\]

Here the walls are ohmic, and the floor is an equipotential joined to the wall bottoms.

A particle landing at depth \(Y\) has passed every depth between zero and \(Y\), so the integral of \(S\) from 0 to \(h\) is the mean landing depth, with floor hits counted as \(h\). Writing \(D\) for this mean divided by \(h\), integration gives

\[
V=V_R\,[D_i-(1-b)D_{th}-bD_b].
\]

Charge landing halfway down thus has half the effect of charge landing on the floor, since its return current crosses half the wall resistance. At a fixed potential profile, the beam changes the bracket by \(-b(D_b-D_{th})\). This direct effect is relief if \(D_b>D_{th}\).

**Why thermal electrons land high**

Thermal electrons reach the wafer against a retarding sheath. Let \(T_e\) be their temperature in energy units, \(\varepsilon_z\) their energy of motion along the surface normal, and \(U\) the barrier. Their flux is distributed in \(\varepsilon_z\) as \(e^{-\varepsilon_z/T_e}\). Those that pass keep \(\varepsilon_z'=\varepsilon_z-U\), and

\[
e^{-\varepsilon_z/T_e}=e^{-U/T_e}\,e^{-\varepsilon_z'/T_e}.
\]

The barrier reduces the flux but leaves its distribution unchanged. The transverse velocities are also unchanged, so a Maxwellian flux does not become collimated.

In the plane across the trench, this flux is proportional to \(v_z e^{-m(v_x^2+v_z^2)/2T_e}dv_xdv_z\). In polar coordinates \(v_z=v\cos\theta\) and \(dv_xdv_z=v\,dv\,d\theta\), so the projected angle has the normalized distribution \(\tfrac12\cos\theta\,d\theta\) for \(|\theta|<\pi/2\).

At angle \(\theta\) the sideways shift over the full depth is \(h|\tan\theta|\). For uniform entry across the mouth, the fraction reaching the floor is \(1-A|\tan\theta|\) when positive, and zero otherwise. With \(\tan\theta_c=1/A\), and both signs of angle included,

\[
\begin{aligned}
F_{th}&=\int_0^{\theta_c}(\cos\theta-A\sin\theta)\,d\theta
=\sin\theta_c-A(1-\cos\theta_c)\\
&=\frac{1+A^2}{\sqrt{1+A^2}}-A=\sqrt{1+A^2}-A .
\end{aligned}
\]

The second line uses \(\sin\theta_c=1/\sqrt{1+A^2}\) and \(\cos\theta_c=A/\sqrt{1+A^2}\). For a deep trench \(F_{th}\simeq1/(2A)\), whatever the temperature.

Replacing \(A\) by \(a=y/w\) gives the fraction passing an intermediate depth. The mean landing depth without a field is then

\[
D_{th}^{(0)}=\frac1A\int_0^A(\sqrt{1+a^2}-a)\,da
=\frac{A\sqrt{1+A^2}+\operatorname{arsinh}A-A^2}{2A}.
\]

At \(A=10\) it is 0.175, while the floor fraction is 0.050.

**Why beam electrons land deep**

Let the upper electrode be at \(-|V_{dc}|\) and the wafer surface at \(V_w(t)\), both relative to ground. An electron that crosses the gap without losing energy arrives with

\[
E(t)=e\,[|V_{dc}|+V_w(t)],
\]

apart from its small emission energy. It arrives if this is positive. The electrode sheath raises the axial velocity and the wafer sheath lowers it again, while planar sheaths leave the transverse velocity alone. The angular spread at the wafer is therefore set by the final energy \(E\), not by the larger energy in the plasma.

Let the transverse velocity be Gaussian with variance \(T_s/m\), where \(T_s\) is the emission temperature in energy units. For small angles the rms projected angle is \(\sqrt{T_s/2E}\). The flight time down an uncharged trench is \(h/\sqrt{2E/m}\), so the rms sideways shift divided by \(w\) is

\[
\sigma=\frac{h}{w}\frac{\sqrt{T_s/m}}{\sqrt{2E/m}}
=A\sqrt{\frac{T_s}{2E}}.
\]

A shift \(u\), in units of \(w\), leaves the fraction \(1-|u|\) of the entrance clear if \(|u|<1\). Averaging over the Gaussian gives

\[
\begin{aligned}
F(\sigma)&=\frac{2}{\sigma\sqrt{2\pi}}\int_0^1(1-u)e^{-u^2/2\sigma^2}du\\
&=\operatorname{erf}\!\left(\frac1{\sqrt2\,\sigma}\right)
-\sigma\sqrt{\frac2\pi}\left(1-e^{-1/2\sigma^2}\right).
\end{aligned}
\]

The first term is the integral of the Gaussian. The second follows from \(\int_0^1u\,e^{-u^2/2\sigma^2}du=\sigma^2(1-e^{-1/2\sigma^2})\).

There are two useful limits. For small \(\sigma\), \(F\simeq1-\sigma\sqrt{2/\pi}\). The shift grows linearly with depth, so averaging over depth halves the loss:

\[
D_b\simeq1-\frac{\sigma}{\sqrt{2\pi}}.
\]

For large \(\sigma\), put \(x=1/(\sqrt2\sigma)\). The two terms become \(2x/\sqrt\pi\) and \(x/\sqrt\pi\), leaving \(F\simeq1/(\sigma\sqrt{2\pi})\). Both beam and thermal floor fractions then fall as \(1/A\), and for one beam energy their ratio tends to

\[
\frac{F_b}{F_{th}}\to\frac{2A}{A\sqrt{T_s/2E}\,\sqrt{2\pi}}
=2\sqrt{\frac{E}{\pi T_s}}.
\]

Good access to the floor requires \(\sigma\lesssim1\), or \(A\lesssim\sqrt{2E/T_s}\). Beyond this the beam keeps its advantage per electron, but an increasing part of it lands on the walls.

**The field gives thermal electrons some help**

A positive floor accelerates electrons downward and slows ions. In a slender trench the field is taken as axial and the sideways motion as free. With \(q=-e\) for electrons and \(q=+e\) for ions, the time to reach depth \(y\) is

\[
t(y)=\int_0^y\frac{dy'}{\sqrt{2[\varepsilon_z-q\phi(y')]/m}},
\qquad
\sigma(y)=\frac{t(y)}{w}\sqrt{\frac{T_\perp}{m}},
\]

where \(m\) and \(T_\perp\) are the mass and transverse temperature of the species. The passing fraction is \(F(\sigma(y))\), averaged over \(\varepsilon_z\) for thermal electrons and over the rf cycle for the beam. These fractions determine \(\phi\), which in turn determines the flight times, so the equations are solved together.

This feedback weakens the relief. Subtracting the floor potentials without and with the beam gives

\[
\begin{aligned}
V(0)-V(b)=V_R\{&(D_i-D_{th})_0-(D_i-D_{th})_b\\
&+b(D_b-D_{th})_b\}.
\end{aligned}
\]

The subscripts outside parentheses name the field in which the depths are evaluated. If the beam lowers \(\phi\) at every depth, thermal electrons land less deeply and ions at least as deeply as before. The first two terms then sum to zero or less, so

\[
V(0)-V(b)\le bV_R(D_b-D_{th})_b .
\]

Since \(D_b-D_{th}\) cannot exceed one, a beam carrying a small fraction of the electron flux gives a correspondingly limited relief in this model.

**How large the effect is**

Take \(w=100\) nm, \(h=1000\) nm, \(J_i=1\) mA/cm\(^2\) and \(R_s=2\times10^{14}\) ohms per square. Then

\[
V_R=\tfrac12(2\times10^{14})(10)(10^{-7})(10^{-6})\ \text{V}=100\ \text{V},
\]

with the current density in A/m\(^2\) and lengths in metres. The ions have 400 eV and a transverse temperature of 0.1 eV. The electron temperatures are \(T_e=4\) eV and \(T_s=2\) eV, and \(b=0.15\).

The upper electrode is at \(-1000\) V and the plasma at 20 V. The wafer sheath voltage varies sinusoidally from 0 to 800 V, so beam electrons arrive with 220 to 1020 eV, 620 eV on average. Their rms projected angle is 2.6°, against 39° for thermal electrons. The uncharged floor fractions are:

| \(A\) | Thermal | Beam |
|---|---:|---:|
| 5 | 0.099 | 0.82 |
| 10 | 0.050 | 0.66 |
| 20 | 0.025 | 0.42 |

At \(A=10\) a beam electron is thus about 13 times as likely to reach an uncharged floor.

The self-consistent landing depths with the beam on are \(D_i=0.954\), \(D_{th}=0.247\) and \(D_b=0.828\). Hence

\[
V=100\,[0.954-0.85(0.247)-0.15(0.828)]\ \text{V}\simeq62\ \text{V}.
\]

Without the beam the floor is at 70 V, so the relief is 8.1 V, or 11.5 percent of that value. The upper bound is \(15(0.828-0.247)=8.7\) V; feedback removes the difference. As a test, particles were followed step by step through the same axial field until they struck a surface. Their landing depths were 0.955, 0.245 and 0.827, giving 62.3 V.

The beam has 15 percent of the entering electrons but supplies about half of the electron current to the floor: 0.100 of the entering ion current, against 0.104 from thermal electrons. The relief in volts is modest because most of the electron flux is still thermal: with \(b=0.15\), the bound \(bV_R\) is only 15 V.

With everything else fixed, \(b=0.30\) lowers the floor to 54 V. Even \(b=1\) leaves 13 V, because the ions still land deeper than the beam.

**Direction matters separately from energy**

Suppose the beam is replaced by an equal flux with the same mean energy, 620 eV, but a cosine angular law. The floor rises from 70.1 to 71.2 V instead of falling. Without a field such electrons would have the thermal landing depth, 0.175. A floor at about 70 V bends most of them little, whereas it draws the 4 eV electrons down to about 0.25. Energy without collimation therefore makes the charging slightly worse here.

High energy helps because it carries electrons over the wafer sheath and, for a given transverse temperature, narrows their angles. Scattering in the gas can undo the second benefit. Raising the beam's transverse temperature from 2 to 20 eV at fixed \(b\) and axial energy leaves the floor at 66 V, which halves the relief.

**How the model compares with a real etch**

The dimensions, pressure and voltages are rough values for dielectric etching. The least certain input is \(R_s\), an effective value that stands for the surface film, damage and illumination by the plasma. The beam fraction is also a chosen value. Many memory features are deeper relative to their width, and many are holes, for which the trench formulas do not apply directly.

The ohmic wall is an assumption that can change the result strongly. The peak wall field without the beam is 0.78 MV/cm, well below a rough oxide breakdown field of 10 MV/cm but high enough to assist carrier release from charged traps. In a field \(\mathcal E\), the electron's potential energy near such a trap is \(-e^2/(4\pi\epsilon r)-e\mathcal Er\), with \(\epsilon\) the optical permittivity. Its maximum lies at \(r=\sqrt{e/(4\pi\epsilon\mathcal E)}\), which lowers the barrier by

\[
\Delta=\sqrt{\frac{e^3\mathcal E}{\pi\epsilon}} .
\]

This is the Poole–Frenkel effect. Taking \(\epsilon=2.1\,\epsilon_0\), a rough optical value for oxide, the peak field gives \(\Delta=0.46\) eV, about 18 times \(k_BT\) at 300 K. If the wall current varies as \(\mathcal E e^{\Delta/k_BT}\), then, since \(\Delta\propto\sqrt{\mathcal E}\),

\[
\frac{dI}{I}=\left(1+\frac{\Delta}{2k_BT}\right)\frac{d\mathcal E}{\mathcal E}.
\]

The bracket is about 10, so a given relative change of current changes the field by only a tenth as much. With this law matched to the ohmic wall at its peak field, the floor goes from 76.5 to 75.5 V. The relief shrinks from 8 V to 1 V, although the beam still delivers electrons to the floor. Relief in current and relief in voltage must therefore be judged separately.

Secondary emission from the side walls, which can be strong at grazing incidence, is left out and was not estimated. Rough estimates for other omissions are:

- **Gas scattering.** At 30 mTorr and 300 K, with a 3 cm gap and a rough cross section of \(2\times10^{-16}\) cm\(^2\), 44 percent of the beam scatters. The resulting angles were not calculated; the 20 eV case shows the sensitivity.
- **Lateral field.** Curvature of \(\phi\) near the mouth focuses thermal electrons. In a fixed potential profile this raises their landing depth from 0.245 to 0.297, still well below the beam's 0.827. The direct beam effect falls from 8.7 to about 8.0 V. The same curvature pushes ions towards the walls. Once the potential has readjusted, both floor potentials and the relief are somewhat lower than the axial-field values given above.
- **Emission from the flat top.** If each beam electron releases 1.5 secondaries there, current balance requires an extra thermal flux of \(1.5b\). At fixed field this would lower the floor by a further 5.6 V. That is an upper estimate, because feedback weakens it markedly, and it does not come from deep beam access.
- **Emission from the floor.** Secondaries with a mean axial energy of 2 eV climb about 28 nm before the field turns them back. Even those that strike a wall at that height keep most of their depth weight. At a floor potential of only a few volts they climb several times farther, and a small fraction leave the trench.
- **Backscattering.** A backscattered fraction of 0.15 leaving the floor with a cosine law costs about 0.026 in depth weight per electron reaching the floor.
- **Ion energy spread and rf ripple.** Splitting the ions equally between 250 and 550 eV leaves the relief at 8.1 V. The charge arriving in one period at 13.56 MHz corresponds to a ripple below 0.1 V even if its field is confined to the trench, so a steady floor potential is justified.

**What to do about it**

First raise the beam flux relative to the ion flux, since the relief is bounded by \(bV_R\) under the conditions above. A larger dc voltage that leaves \(b\) unchanged can improve collimation but cannot pass this limit.

Next keep \(A\sqrt{T_\perp/2E}\) below about one, using the energy at the wafer and the transverse temperature after gas scattering. In the example, \(\sqrt{2E/T_s}\) is about 25 at the mean energy but 15 at the lowest. A dc voltage that exceeds the most negative wafer excursion by some margin therefore helps the slowest arrivals. At fixed \(b\) the gain is moderate, since electrons arrive faster during most of the cycle. A lower product of pressure and gap preserves collimation, provided the change does not cost more beam or plasma flux than it gains.

Finally, find out how the walls conduct before predicting a voltage. If they are nearly ohmic, extra floor electron current lowers the potential roughly in proportion for small \(b\). If conduction rises steeply with field, the same beam can leave the floor voltage almost unchanged. The numerical output below gives the values for both cases.

## Table of computed values

```
trench width, depth: 100, 1000 nm; A = 10
ion current density: 1.0 mA/cm2
wall sheet resistance: 2.0e+14 ohm/square
voltage scale V_R: 100.0 V
ion energy, transverse temperature: 400, 0.1 eV
thermal electron temperature: 4.0 eV
beam emission temperature: 2.0 eV
upper electrode: -1000 V; plasma: 20 V
beam energy at wafer, min/mean/max over rf cycle: 220/620/1020 eV
beam flux / ion flux b: 0.15
rms projected angle, thermal: 39.2 deg
rms projected angle, beam: 2.63 deg
uncharged floor fraction, A=5: thermal 0.0990, beam 0.823
uncharged floor fraction, A=10: thermal 0.0499, beam 0.656
uncharged floor fraction, A=20: thermal 0.0250, beam 0.424
uncharged thermal landing depth / h: 0.175
landing depth / h with beam on: ions 0.954, thermal 0.247, beam 0.828
same from orbits: ions 0.955, thermal 0.245, beam 0.827
floor electron current / entering ion current: thermal 0.104, beam 0.100
floor potential without beam: 70.10 V
floor potential with beam: 62.04 V (orbits: 62.3 V)
relief: 8.06 V = 11.5 percent
upper bound on relief: 8.71 V
floor potential for b=0.05: 67.43 V
floor potential for b=0.30: 53.85 V
floor potential for b=1.00: 13.03 V
fast flux with cosine spread instead: 71.18 V
beam scattered to 20 eV transverse: 65.95 V
thermal landing depth with lateral lens field: 0.297
ions split 250/550 eV, beam off/on: 69.81/61.75 V
gas: 30 mTorr, 300 K; gap 3 cm
assumed beam cross section: 2.0e-16 cm2
beam fraction scattered in gap: 0.44
assumed oxide yield, backscatter: 1.5, 0.15
extra relief from top-surface emission, fixed field: 5.55 V
mean climb of floor secondaries: 28 nm
beam depth weight lost by backscatter: 0.026
rf frequency: 13.56 MHz; ripple scale: 0.083 V
peak wall field without beam: 0.78 MV/cm
rough oxide breakdown field used for comparison: 10 MV/cm
Poole-Frenkel barrier lowering at peak: 0.46 eV
Poole-Frenkel wall, beam off/on: 76.48/75.47 V
```
